# g factors of a d⁹ ion with its hole in x²−y²

## Problem

An ion with nine d electrons sits in a static tetragonal ligand field whose fourfold axis is \(z\). The \(x^2-y^2\) orbital has the highest energy, so in the ground state the one vacancy of the d shell, the hole, is there. Moving the hole to \(xy\) costs \(\Delta>0\); moving it to \(xz\) or to \(yz\) costs \(\Delta'>0\).

Take pure d orbitals. Angular momenta are in units of \(\hbar\) and energies in rydbergs (Ry). Each electron has the spin-orbit energy \(\zeta\,\mathbf l\cdot\mathbf s\) with \(\zeta>0\), and a weak magnetic field adds

\[
H_Z=\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S),
\]

where \(\mathbf L\) and \(\mathbf S\) are sums over the nine electrons. Only the energy \(\mu_B B\) is needed, so no separate unit of field enters.

(a) Write the spin-orbit energy of the ion as \(\lambda\,\mathbf L\cdot\mathbf S\) and find \(\lambda\).

(b) Find what \(L_x,L_y,L_z\) do to the \(x^2-y^2\) orbital, and the g factor without spin-orbit coupling.

(c) Find the ground doublet to first order in \(\lambda\), and from it \(g_\parallel\) (field along \(z\)) and \(g_\perp\) (field in the \(xy\) plane).

(d) Discuss the sign, the limits and a tilted field.

(e) Evaluate the result for \(\zeta=0.0075\), \(\Delta=0.125\), \(\Delta'=0.150\) Ry and a field of 0.3 T. Explain the difference from a full diagonalization of the same model.

## Solution

### (a) From nine electrons to one hole

Let \(|F\rangle\) be the filled shell and \(|r)=a_r|F\rangle\) the state with spin-orbital \(r\) empty. A one-electron operator with matrix \(h\) is, by the anticommutation rule,

\[
\sum_{pq}h_{pq}a_p^\dagger a_q=\mathrm{Tr}\,h-\sum_{pq}h_{pq}a_q a_p^\dagger .
\]

Since nothing can be added to a full shell, \(a_p^\dagger|F\rangle=0\), and therefore \(a_p^\dagger a_r|F\rangle=\delta_{pr}|F\rangle\). Acting on \(|r)\), the operator gives

\[
\mathrm{Tr}\,h\;|r)-\sum_q h_{rq}|q).
\]

Apart from the constant \(\mathrm{Tr}\,h\), the hole has the matrix \(-h^T\). This has three consequences.

First, orbital energies are inverted: a hole in a high orbital has low energy. Thus \(\Delta\) is the energy of the \(x^2-y^2\) orbital minus that of \(xy\).

Second, \(L_i=-l_i^T\) and \(S_i=-s_i^T\), because these operators are traceless. They are proper angular momenta:

\[
[L_x,L_y]=[l_x^T,l_y^T]=-[l_x,l_y]^T=-i\,l_z^T=iL_z ,
\]

and likewise for \(\mathbf S\).

Third, \(l_i\) and \(s_i\) act on different variables and commute, so \((l_is_i)^T=l_i^Ts_i^T=L_iS_i\): the two minus signs cancel. The minus sign of the hole matrix remains, and

\[
\zeta\sum_{\text{electrons}}\mathbf l\cdot\mathbf s=-\zeta\,\mathbf L\cdot\mathbf S,
\qquad \boxed{\lambda=-\zeta}.
\]

In real orbitals \(\mathbf l=-i\,\mathbf r\times\nabla\) has imaginary matrix elements. Being Hermitian, the matrix is then antisymmetric, so \(L_i=-l_i^T=l_i\): the hole's orbital operators may be worked out by ordinary differentiation. For the spin, the hole state \(|+\rangle\) is a missing down electron, and \(|-\rangle\) is minus the state with a missing up electron. With this choice of phase, \(S_i\) has the usual spin-½ matrices.

The ten hole states form a single \(^2D\) term. A rotationally invariant electron repulsion within the d shell shifts them all equally and drops out.

### (b) Orbital matrix elements and quenching

Angular momentum does not act on functions of \(r\), so the angular polynomials suffice. With a common normalization factor left out,

\[
|0\rangle\equiv|x^2-y^2\rangle:\ \tfrac12(x^2-y^2),\qquad |xy\rangle:\ xy,\qquad |xz\rangle:\ xz,\qquad |yz\rangle:\ yz .
\]

The factor ½ is right because a rotation by 45° about \(z\) turns \(xy\) into \(\tfrac12(x^2-y^2)\) up to a sign, and a rotation preserves the norm. Differentiation gives

\[
\begin{aligned}
L_z\,\tfrac12(x^2-y^2)&=-i(x\partial_y-y\partial_x)\tfrac12(x^2-y^2)=-i(-xy-xy)=2i\,xy,\\
L_x\,\tfrac12(x^2-y^2)&=-i(y\partial_z-z\partial_y)\tfrac12(x^2-y^2)=-i\,yz,\\
L_y\,\tfrac12(x^2-y^2)&=-i(z\partial_x-x\partial_z)\tfrac12(x^2-y^2)=-i\,xz .
\end{aligned}
\]

Hence

\[
L_z|0\rangle=2i|xy\rangle,\qquad L_x|0\rangle=-i|yz\rangle,\qquad L_y|0\rangle=-i|xz\rangle .
\]

No component leads back to \(|0\rangle\), so \(\langle0|\mathbf L|0\rangle=0\): the orbital moment is quenched. Without spin-orbit coupling and in a weak field, the spin alone splits the ground doublet, and \(g=g_e\) in every direction. No component leads to \(z^2\) either, so the energy of that orbital does not enter at this order.

### (c) The mixed doublet and its g factors

Let \(n\) run over the excited orbitals, with energies \(\Delta_n\) above the ground state. The coupling \(\lambda\mathbf L\cdot\mathbf S\) vanishes inside the ground doublet, because \(\langle0|\mathbf L|0\rangle=0\). First-order perturbation theory then gives, for \(\sigma=\pm\),

\[
|\tilde\sigma\rangle=|0,\sigma\rangle-\lambda\sum_{n,i}|n\rangle\frac{\langle n|L_i|0\rangle}{\Delta_n}\,S_i|\sigma\rangle .
\]

With \(\lambda=-\zeta\) and the elements of part (b),

\[
|\tilde\sigma\rangle=|0,\sigma\rangle+\frac{2i\zeta}{\Delta}|xy\rangle S_z|\sigma\rangle-\frac{i\zeta}{\Delta'}|yz\rangle S_x|\sigma\rangle-\frac{i\zeta}{\Delta'}|xz\rangle S_y|\sigma\rangle .
\]

Each \(S_i|\sigma\rangle\) has squared norm ¼. The admixed weights are therefore \((\zeta/\Delta)^2\) in \(xy\), and \(\tfrac14(\zeta/\Delta')^2\) in each of \(xz\) and \(yz\), or \(\tfrac12(\zeta/\Delta')^2\) together.

Now take \(L_j\) between two such states. The zeroth-order term vanishes. At first order the admixture can stand on the right or on the left:

\[
\langle\tilde\sigma'|L_j|\tilde\sigma\rangle=-\lambda\sum_{n,i}\frac{\langle0|L_j|n\rangle\langle n|L_i|0\rangle+\langle0|L_i|n\rangle\langle n|L_j|0\rangle}{\Delta_n}\,\langle\sigma'|S_i|\sigma\rangle .
\]

Define

\[
\Lambda_{ji}=\sum_n\frac{\langle0|L_j|n\rangle\langle n|L_i|0\rangle}{\Delta_n}.
\]

In real orbitals both factors are imaginary, so \(\Lambda\) is real; being Hermitian, it is symmetric. The two terms are equal, and within the doublet

\[
L_j\;\to\;-2\lambda\sum_i\Lambda_{ji}S_i .
\]

The spin operator cannot change the orbital, so it has no matrix element between \(|0\rangle\) and the admixed orbitals. Its correction, like that of the normalization, starts at \(\lambda^2\).

The three components of \(\mathbf L\) lead from \(|0\rangle\) to three different orbitals, so \(\Lambda\) is diagonal:

\[
\Lambda_{zz}=\frac{(-2i)(2i)}{\Delta}=\frac4\Delta,\qquad
\Lambda_{xx}=\Lambda_{yy}=\frac{(i)(-i)}{\Delta'}=\frac1{\Delta'} .
\]

The Zeeman energy in the doublet becomes

\[
H_{\rm eff}=\mu_B\left[g_\parallel B_zS_z+g_\perp(B_xS_x+B_yS_y)\right],
\]

\[
\boxed{g_\parallel=g_e-\frac{8\lambda}{\Delta}=g_e+\frac{8\zeta}{\Delta},\qquad
g_\perp=g_e-\frac{2\lambda}{\Delta'}=g_e+\frac{2\zeta}{\Delta'}}
\]

to first order in \(\zeta/\Delta\) and \(\zeta/\Delta'\). The 8 is the squared element \(2^2\) times the 2 from the two cross terms; the 2 is \(1^2\) times the same factor.

The same result follows from the second-order energy of the sum of spin-orbit and orbital Zeeman coupling:

\[
-\sum_{ij}\Lambda_{ij}(\lambda S_i+\mu_BB_i)(\lambda S_j+\mu_BB_j).
\]

The cross terms give \(-2\lambda\mu_B\sum_{ij}B_i\Lambda_{ij}S_j\), as above. The \(\lambda^2\) term is a common shift, because \(\Lambda\) is diagonal and \(S_i^2=\tfrac14\); the \(B^2\) term contains no spin. Neither splits the doublet. The energy is thus of second order in the two couplings together, while the g shift is of first order in \(\lambda\).

### (d) Sign, limits and a tilted field

For the state \(|\tilde+\rangle\), \(\langle L_z\rangle=-2\lambda(4/\Delta)\tfrac12=4\zeta/\Delta\). Spin-orbit coupling restores a little orbital moment, and for the hole it points along the spin, so it adds to the spin moment.

Compare a single d electron in a field where \(x^2-y^2\) is the lowest orbital. The orbital elements and the positive gaps are the same, but now \(\lambda=+\zeta\). Then

\[
g_\parallel=g_e-\frac{8\zeta}{\Delta},\qquad g_\perp=g_e-\frac{2\zeta}{\Delta'} .
\]

As long as the first-order term dominates, the sign of the shift tells a hole from an electron in this pair of models.

To first order, the ratio of the parallel to the perpendicular shift is \(4\Delta'/\Delta\), which is 4 for equal gaps. If one gap grows without limit, its first-order shift vanishes, since the field can no longer draw on that orbital. A small shift of second order in \(\zeta\) remains: spin-orbit coupling still admixes the orbital whose gap is finite, and this leaves the g factor slightly below \(g_e\). If a gap shrinks until it is comparable with \(\zeta\), the expansion fails and the nearly degenerate states must be diagonalized together.

For a field at angle \(\theta\) to the axis, in the \(xz\) plane,

\[
H_{\rm eff}=\mu_BB\,(g_\parallel\cos\theta\,S_z+g_\perp\sin\theta\,S_x).
\]

Because \(S_xS_z+S_zS_x=0\) for spin ½, the square of the bracket is \(\tfrac14(g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta)\). The levels lie at plus and minus \(\tfrac12 g(\theta)\mu_BB\), with

\[
g(\theta)=\sqrt{g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta}.
\]

### (e) Numbers, and what first order leaves out

The parameters are round model values. With \(\zeta/\Delta=0.0600\) and \(\zeta/\Delta'=0.0500\),

\[
\begin{aligned}
g_\parallel&=2.0023+8(0.0600)=2.0023+0.4800=2.4823,\\
g_\perp&=2.0023+2(0.0500)=2.0023+0.1000=2.1023 .
\end{aligned}
\]

At 0.3 T, \(\mu_BB=1.2763\times10^{-6}\) Ry. The splittings \(g\mu_BB\) are \(3.168\times10^{-6}\) Ry (10.4 GHz) for the parallel field and \(2.683\times10^{-6}\) Ry (8.8 GHz) for the perpendicular one.

Diagonalizing the nine-electron Hamiltonian, with the \(z^2\) hole placed at 0.140 Ry, gives \(g_\parallel=2.4595\) and \(g_\perp=2.0878\). The formula is too high by 0.0229 and 0.0145. Relative to the diagonalized g values this is about 1%; relative to the diagonalized shifts, 0.4571 and 0.0855, it is 5% and 17%. In a test at much smaller \(\zeta\), halving \(\zeta\) divided the error by 4.03 and 4.00, as expected when the first neglected term is quadratic.

The origin of the difference can be found explicitly. Define

\[
|A\rangle=i|xy\rangle,\qquad |C\rangle=\frac{|xz\rangle-i|yz\rangle}{\sqrt2}.
\]

Differentiation as in part (b) gives \(L_z|0\rangle=2|A\rangle\), \(L_z|A\rangle=2|0\rangle\) and \(L_z|C\rangle=-|C\rangle\). With \(S_x|+\rangle=\tfrac12|-\rangle\) and \(S_y|+\rangle=\tfrac i2|-\rangle\),

\[
\begin{aligned}
\mathbf L\cdot\mathbf S|0,+\rangle&=|A,+\rangle+\tfrac1{\sqrt2}|C,-\rangle,\\
\mathbf L\cdot\mathbf S|A,+\rangle&=|0,+\rangle-\tfrac1{\sqrt2}|C,-\rangle,\\
\mathbf L\cdot\mathbf S|C,-\rangle&=\tfrac1{\sqrt2}\left(|0,+\rangle-|A,+\rangle\right)+\tfrac12|C,-\rangle .
\end{aligned}
\]

In the last line the spin flip leaves \(\tfrac12(L_x-iL_y)|C\rangle\). Its polynomial is \((x^2-y^2-2i\,xy)/(2\sqrt2)\), in which the \(z^2\) terms have cancelled. The three states therefore close among themselves, and at zero field \(z^2\) does not mix into the ground doublet of this model at any order. This is why its computed hole weight is zero to the digits shown.

One ground state is thus proportional to \(|0,+\rangle+\alpha|A,+\rangle+\beta|C,-\rangle\), with \(\alpha\approx\zeta/\Delta\) and \(\beta\approx\zeta/(\sqrt2\Delta')\). Let \(w_0,w_A,w_C\) be the normalized weights. The cross term of \(L_z\) between \(|0\rangle\) and \(|A\rangle\) is \(4\sqrt{w_0w_A}\), the state \(C\) contributes \(-w_C\), and its spin is reversed. Since \(g_\parallel=2\langle L_z+g_eS_z\rangle\),

\[
g_\parallel=8\sqrt{w_0w_A}-2w_C+g_e(w_0+w_A-w_C).
\]

The diagonalization gives \(w_0=0.99547\), \(w_A=0.00338\) and, by normalization, \(w_C=1-w_0-w_A=0.00115\), shared equally between \(xz\) and \(yz\) (each rounds to 0.00058). Thus

\[
g_\parallel=0.4640-0.0023+1.9977=2.459,
\]

in agreement with the direct splitting. Of the 0.0229 lost, about 0.016 comes from a smaller cross term than first order predicts: 0.015 because the \(xy\) weight is 0.00338 instead of 0.00360, and 0.001 because \(w_0\) is less than 1. About 0.002 comes from the opposed orbital moment of \(C\), and about 0.005 from its reversed spin.

For a field along \(x\), the partner state follows by time reversal, which conjugates the orbitals and takes \(|+\rangle\to|-\rangle\), \(|-\rangle\to-|+\rangle\). It is proportional to \(|0,-\rangle-\alpha|A,-\rangle-\beta|C^*,+\rangle\). Between the partners, \(L_x\) has four terms: \(\beta/\sqrt2\) twice, from \(0\) with \(C\) or \(C^*\), and \(\alpha\beta/\sqrt2\) twice, from \(A\) with \(C\) or \(C^*\). The spin \(S_x\) gives \(\tfrac12(1-\alpha^2)\), since \(C\) and \(C^*\) are orthogonal. The diagonal elements of \(L_x\) and \(S_x\) vanish, so \(g_\perp\) is twice the off-diagonal element, divided by the norm:

\[
g_\perp=2\sqrt2\left(\sqrt{w_0w_C}+\sqrt{w_Aw_C}\right)+g_e(w_0-w_A)
=0.1013+1.9865=2.0878 .
\]

The orbital part stays close to its first-order value of 0.1000. The loss is in the spin part, which falls from 2.0023 to 1.9865, since \(w_0-w_A=1-2w_A-w_C\). The larger part, \(2g_ew_A\approx0.0135\), arises because the \(xy\) admixture enters the two partners with opposite signs and so subtracts from \(S_x\); the rest, \(g_ew_C\approx0.002\), because the weight in \(C\) and \(C^*\) contributes nothing to \(S_x\).

These differences measure what first order omits within the model. They say nothing about what the model itself leaves out, such as the spreading of the hole onto the ligands or motion of the surrounding atoms. The full set of values is in the numerical output.

## Computed results

```
free-electron g_e = 2.002319
spin-orbit constant zeta = 0.0075 Ry
term constant lambda = -0.0075 Ry
gap Delta (hole to xy) = 0.125 Ry
gap Delta' (hole to xz, yz) = 0.150 Ry
gap to z2 = 0.140 Ry
zeta/Delta = 0.0600
zeta/Delta' = 0.0500
|<xy|Lz|x2-y2>|^2 = 4.0000
|<yz|Lx|x2-y2>|^2 = 1.0000
|<xz|Ly|x2-y2>|^2 = 1.0000
Lambda_zz = 32.0000 1/Ry
Lambda_xx = 6.6667 1/Ry
first-order parallel shift = 0.4800
first-order perpendicular shift = 0.1000
first-order g_par = 2.4823
first-order g_perp = 2.1023
diagonalization g_par = 2.4595
diagonalization g_perp = 2.0878
g_par, diagonalization - formula = -0.0229
g_perp, diagonalization - formula = -0.0145
error ratio on halving zeta, parallel = 4.026
error ratio on halving zeta, perpendicular = 4.003
first-order weight in xy = 0.00360
first-order weight in xz+yz = 0.00125
diagonalization hole weight in x2-y2 = 0.99547
diagonalization hole weight in xy = 0.00338
diagonalization hole weight in xz = 0.00058
diagonalization hole weight in yz = 0.00058
diagonalization hole weight in z2 = 0.00000
magnetic field = 0.3 T
mu_B B = 1.2763e-06 Ry
first-order splitting, parallel = 3.1682e-06 Ry
first-order splitting, parallel = 10.423 GHz
first-order splitting, perpendicular = 2.6832e-06 Ry
first-order splitting, perpendicular = 8.827 GHz
```
